The nonanalytic long-wavelength term in the force constants of ionic crystals

Q. The force-constant matrix C(q) of a crystal is a Fourier series over lattice vectors. I would expect such a series to have a definite value at q = 0. Why should an ionic crystal be different?

A. Because the series need not converge absolutely. I use Gaussian, Hartree atomic units, with charges in units of e. Atom κ in cell R sits at R + τ_κ, the cell volume is Ω, a wave of displacements is u_κ e^{iq·(R+τ_κ)}, and C is defined by the force amplitude

F_κα = −Σ_κ'β C_κα,κ'β(q) u_κ'β.

A displaced charge Q creates a dipole p = Qu, whose field at relative position r is E_α = ∂_α∂_β(1/r) p_β. The Coulomb coupling of two sublattices offset by d is therefore Q_i Q_j T(q), with

T_αβ(q) = −Σ_R ∂_α∂_β(1/r) e^{iq·r},  r = R + d ≠ 0,   (1)

and the field produced by a wave of dipoles of amplitude p is −T p. The terms fall as 1/r³ while the number of cells in a shell grows as r² dr, so the sum of absolute values diverges logarithmically and continuity at q = 0 is not guaranteed.

Q. "Not guaranteed" is weak. Can you isolate what goes wrong?

A. Split 1/r = erfc(ηr)/r + erf(ηr)/r with any η > 0. The first piece decays like a Gaussian, so its lattice sum is analytic in q. The second is the potential of a unit Gaussian charge of Fourier transform e^{−k²/4η²}; Poisson's equation ∇²φ = −4πρ gives it the transform 4π e^{−k²/4η²}/k². Two integrations by parts turn ∂_α∂_β into (−ik_α)(−ik_β) = −k_αk_β, and the minus sign in (1) makes the result positive. The Poisson summation formula

Σ_R g(R + d) = (1/Ω) Σ_G e^{−iG·d} ∫ g(r) e^{iG·r} d³r,

applied to the smooth piece times e^{iq·r}, gives

(4π/Ω) Σ_G (k_αk_β/k²) e^{−k²/4η²} e^{−iG·d},  k = q + G.

For d = 0 the excluded r = 0 term must be subtracted, and it does not depend on q. Each G ≠ 0 term is analytic for |q| below the shortest G, and the series converges like a Gaussian. In the G = 0 term, e^{−q²/4η²} = 1 − q²/4η² + …, and everything after the 1 cancels the 1/q² and is analytic. Hence, with q̂ = q/|q|,

T(q) = (4π/Ω) q̂ q̂ᵀ + T^an(q),   (2)

with T^an analytic near q = 0. The first term is the same for every pair of sublattices, independent of |q|, and dependent on direction. Its field is −(4π/Ω) q̂(q̂·p) with p the total dipole amplitude of the cell, or, with P = p/Ω,

E = −4π q̂ (q̂·P).   (3)

This Fourier component of the field at the wavevector q itself is what I call the macroscopic field. All other components vary within the cell and are local fields, contained in T^an.

Q. So the singular part is (4π/Ω) Q_κ Q_κ' q̂ q̂ᵀ with the ionic charges, and we are done?

A. Only for rigid ions. Electrons follow the nuclei and respond to E, so P in (3) is not Σ Qu/Ω. I assume an insulator with adiabatic electrons, and I assume that once the G = 0 Coulomb term is taken out, the response of the electrons is analytic in q near zero. Then, to leading order in q, each region of the wave responds as a crystal with uniform sublattice displacements in a uniform field E.

The G = 0 term enters the energy per cell as (2π/Ω)(q̂·p)², which is ½ pᵀ(4π/Ω) q̂ q̂ᵀ p. Its derivative with respect to any coordinate x is (4π/Ω)(q̂·p) q̂·∂p/∂x = −E·∂p/∂x by (3). The equations of equilibrium are thus those of a system with energy U, free of the G = 0 term, coupled to an applied field by −p·E. Define

H(u, E) = min over electronic states of [U − p·E].

H is stationary with respect to the electrons, so only explicit dependences survive differentiation: ∂H/∂E = −p and ∂H/∂u = −F. To second order, with constant forces and any spontaneous polarization set aside because they do not affect second derivatives,

H = ½ Σ u_κα C^an_κα,κ'β u_κ'β − Σ E_γ Z_κ,γα u_κα − (Ω/8π) Σ E_γ (ε − 1)_γδ E_δ.   (4)

This defines the three coefficients, and differentiation gives their meaning:

P_γ = (1/Ω) Σ_κα Z_κ,γα u_κα + (1/4π) Σ_δ (ε − 1)_γδ E_δ,   (5)

F_κα = −Σ C^an_κα,κ'β u_κ'β + Σ_γ E_γ Z_κ,γα.   (6)

C^an is the q = 0 force-constant matrix at zero macroscopic field. The Born charge Z_κ,γα = Ω ∂P_γ/∂u_κα at E = 0 has the field index first, and it is also ∂F_κα/∂E_γ at u = 0, because both are −∂²H/∂E_γ∂u_κα. At u = 0, D = E + 4πP = εE, so ε is the dielectric tensor with the nuclei clamped, ε∞.

Q. What then is the singular term, with its factors?

A. Write E = E∥ q̂, as (3) requires, so that E∥ = −4π q̂·P. Project (5) on q̂, with the abbreviation (q̂·Z_κ)_α = Σ_γ q̂_γ Z_κ,γα:

E∥ = −(4π/Ω) Σ_κα (q̂·Z_κ)_α u_κα − (q̂·ε·q̂ − 1) E∥.

Moving the last term to the left gives E∥ [1 + q̂·ε·q̂ − 1], so

E∥ = −(4π/Ω) Σ_κ'β (q̂·Z_κ')_β u_κ'β / (q̂·ε·q̂).   (7)

The field term in (6) is E∥ Σ_γ q̂_γ Z_κ,γα = E∥ (q̂·Z_κ)_α. Inserting (7),

F_κα = −Σ [C^an_κα,κ'β + (4π/Ω)(q̂·Z_κ)_α (q̂·Z_κ')_β/(q̂·ε·q̂)] u_κ'β.

Comparing with the definition of C, and multiplying numerator and denominator by q²,

C_κα,κ'β(q) = C^an_κα,κ'β + (4π/Ω) (q·Z_κ)_α (q·Z_κ')_β / (q·ε·q) + O(q).   (8)

One Z makes the polarization, the other turns the field back into a force, and ε screens the field in between. Call the second term C^NA. It has degree zero in q, so the limit q → 0 exists along each direction and in general differs between directions. Its sign has a physical reading. With s = Σ (q̂·Z_κ)·u_κ and ε_q = q̂·ε·q̂,

½ u C^NA u = (2π/Ω) s²/ε_q,

(Ω/8π) E·ε·E = (Ω/8π)(16π² s²/Ω² ε_q²) ε_q = (2π/Ω) s²/ε_q.

The extra energy is the dielectric field energy of the cell, and it is never negative.

Q. Equation (3) is electrostatics, but the ions vibrate. What do Maxwell's equations say?

A. For fields varying as e^{i(q·r − ωt)} in a nonmagnetic insulator, q×E = (ω/c)B and q×B = −(ω/c)D. Eliminating B and using q×(q×E) = q(q·E) − q²E,

q(q·E) − q²E = −(ω/c)² D.

The scalar product with q makes the left side vanish, so q·D = 0 exactly, which is q̂·E = −4π q̂·P. The part transverse to q gives E⊥ = (ω/cq)² D. Since D contains εE⊥, the small parameter is εω²/(cq)². When it is negligible E is longitudinal and (3) follows. The limit in (8) therefore means

ω√ε/c ≪ q ≪ 2π/a,

with a the lattice constant and ω the highest longitudinal optical frequency. The frequency of a soft transverse mode would set the lower edge too low. In a cubic diatomic crystal the small transverse field 4πP(ω/cq)² acts back on the ions and lowers ω_TO² by a fraction of about ε(ω_LO² − ω_TO²)/(cq)², which equals (1 − ω_TO²/ω_LO²)(ω_LO√ε/cq)². Taking q large compared with ω_LO√ε/c keeps it small for any splitting, and for a soft mode with ω_TO ≪ ω_LO that condition is also necessary. Below this window the transverse modes mix with light into polaritons and (8) does not describe them. In the numerical check the full wave equation is solved for an anisotropic ε and a fixed ionic polarization P₀: its field departs from (7) by 9.46×10⁻⁵ of |4πP₀| at cq/ω = 100 and by 2.36×10⁻⁵ at 200, the factor of four expected from (ω/cq)².

Q. The step from (3) to (5) and (6) rests on an assumed locality. Is there a system where it can be shown?

A. The shell model. Each polarizable atom is a core with displacement u and a massless shell with displacement w, joined by a spring, with short-range springs between atoms and point-charge Coulomb forces between all particles except a core and its own shell. Let Φ(q) be the matrix of second derivatives for all particles, with blocks cc, cs, ss, and let Q_c, Q_s be the column blocks Q_i·1, so that p = Q_cᵀu + Q_sᵀw. Translation invariance fixes the on-site Coulomb term as −Q_i Σ_j Q_j T_ij at q → 0; its singular part carries Σ_j Q_j = 0 and vanishes in a neutral cell. By (2) the only singular piece of Φ is (4π/Ω)(Qq̂)(Qq̂)ᵀ, which acting on the displacements gives −QE with E from (3). The rest is analytic and tends to a real symmetric matrix H. Zero force on the shells reads

H_ss w + H_sc u − Q_s E = 0,  so  w = −H_ss⁻¹H_sc u + H_ss⁻¹Q_s E.

The dipole and the force on the cores are

p = (Q_cᵀ − Q_sᵀH_ss⁻¹H_sc) u + Q_sᵀH_ss⁻¹Q_s E,

F = −H_cc u − H_cs w + Q_c E = −(H_cc − H_csH_ss⁻¹H_sc) u + (Q_c − H_csH_ss⁻¹Q_s) E.

These are (5) and (6) with

Z = Q_cᵀ − Q_sᵀH_ss⁻¹H_sc,  ε = 1 + (4π/Ω) Q_sᵀH_ss⁻¹Q_s,  C^an = H_cc − H_csH_ss⁻¹H_sc,   (9)

and the coefficient of E in F is Zᵀ because H is symmetric. In this model it is enough for (8) that H_ss be positive definite, which means the shells are stable at zero field: H_ss is then invertible, and (9) gives q̂·ε·q̂ ≥ 1, so the division in (7) is allowed.

The remainder can be classified too. Along q = t q̂, with t of either sign, the matrix q̂ q̂ᵀ is fixed, so Φ and C are analytic in t. Real-space force constants are real, so C(−q) = C(q)*. The real part of C is then even in t and the imaginary part odd: the remainder in (8) is O(q²) in the real part and O(q) in the imaginary part.

Q. That is still algebra on one decomposition. Could it have failed numerically?

A. It could have. The check uses a triclinic cell of three polarizable atoms, Ω = 352.24 bohr³, with anisotropic core–shell springs on two of them; it is a translation-invariant harmonic form and not a real material. The split sum for T agrees with a bare real-space sum of (1) under a smooth spherical window, at |q| = 0.2 bohr⁻¹, to 9.0×10⁻¹⁰ in units of 4π/Ω. Then Z, ε and C^an come from q = 0 responses, and C(q) from eliminating the shells at small finite q. In three directions the real part of C(q) − C^an matches C^NA to at worst 1.4×10⁻¹⁰ Ha/bohr², where the largest elements of C^NA range from 0.036 to 0.071 Ha/bohr². Halving q divides the real remainder by 4.000 and the imaginary one by 2.000. Equations (5), (6), (7) and the energy identity are tested there as well.

One element can be followed by hand. For atom A and q along x, Z_A,xx = 1.7415 and ε_xx = 1.5163, so the xx element is 0.035676 × 1.7415²/1.5163 = 0.07136 Ha/bohr². For q along z the same element uses Z_A,zx = −0.0592 and ε_zz = 1.5040, and drops to 0.035676 × 0.0592²/1.5040 ≈ 8×10⁻⁵ Ha/bohr².

Q. Does the index order of Z matter? And why not the static ε₀, given that we go to long waves?

A. The two indices of Z refer to different quantities, a field and a displacement, so no equality of mixed derivatives exchanges them. In the model Z_A,xy = −0.1557 and Z_A,yx = −0.0935. It is q̂·P that sources the field, so q contracts the field index. With Z transposed the largest error is 4.0×10⁻³ Ha/bohr².

As for ε₀, C is the response to prescribed displacements of all nuclei, so only the electrons are free to screen. The ionic screening that separates ε₀ from ε is produced by the displacements u themselves when the equations of motion are solved; putting ε₀ in (8) would count it twice. The largest error is then 2.0×10⁻² Ha/bohr², and nominal ionic charges in place of Z give 3.9×10⁻² Ha/bohr². All three failures are asserted in the check.

Q. A finite term at q → 0 worries me for sound waves. Does it give the acoustic modes a gap?

A. No. Move every nucleus by the same vector t at E = 0. The electrons follow rigidly, and a neutral cell acquires no dipole, so (5) gives Σ_κ Z_κ t = 0 for all t:

Σ_κ Z_κ,γα = 0.   (10)

In the shell model, H annihilates a common translation of all particles, so w = t and p = (Σ_i Q_i) t = 0. With (10), Σ_κ' C^NA_κα,κ'β t_β = 0. The computed sum is 4.4×10⁻¹⁶ e, a rounding-level number.

Q. What does the term do to the optical modes?

A. Divide by the masses. With M the diagonal mass matrix, the squared frequencies are the eigenvalues of D = M^{−1/2} C M^{−1/2}, and (8) gives

D = D^an + γ b bᵀ,  b = M^{−1/2} Zᵀ q̂,  γ = 4π/(Ω ε_q) > 0.

By (10), b is orthogonal to the translation vectors M^{1/2}t, so we can work in the optical subspace. Let λ_m be the eigenvalues of D^an there and b_m the components of b on its eigenvectors. The eigenvalue equation (λ_m − λ)x_m + γ b_m (b·x) = 0 gives x_m = −γ b_m (b·x)/(λ_m − λ); multiplying by b_m, summing and dividing by b·x,

1 + γ Σ_m b_m²/(λ_m − λ) = 0.

The left side has the positive derivative γ Σ b_m²/(λ_m − λ)². It rises from −∞ just above one pole to +∞ just below the next, and from −∞ to 1 above the highest. The poles are the λ_m with b_m ≠ 0. There is one root between consecutive poles and one above the highest, and modes with b·x = 0 stay where they were. With the old and the new squared frequencies each listed in order of size, the m-th new value therefore lies between λ_m and λ_{m+1}, and the highest does not fall. This is a statement about the ordered lists: a mode that couples to the field can rise past a λ_m whose b_m is zero.

The product of the ratios of new to old squared frequencies is fixed. The matrix 1 + a bᵀ has eigenvalue 1 on the vectors orthogonal to b, and its trace fixes the last eigenvalue as 1 + b·a, which is thus its determinant. Taking a = γ (D^an)⁻¹b,

Π ω²(q̂)/Π ω²_an = 1 + γ bᵀ(D^an)⁻¹b.

In a static field, with the lattice vectors held fixed so that ε₀ below is the static tensor at fixed cell, the nuclei relax until (6) vanishes, C^an u = ZᵀE, which in mass-weighted form is u = M^{−1/2}(D^an)⁻¹M^{−1/2}ZᵀE up to a translation that carries no dipole. Inserting this in (5) and in D = E + 4πP, and projecting on q̂,

q̂·ε₀·q̂ = ε_q + (4π/Ω) bᵀ(D^an)⁻¹b.

Dividing by ε_q reproduces the right side above:

Π ω²(q̂)/Π ω²_an = (q̂·ε₀·q̂)/(q̂·ε·q̂).   (11)

In the triclinic model, frequencies at finite q and ε₀ from a separate static relaxation give 1.380395 on both sides along x and 1.292290 along z; the interlacing and the rank of one are tested too.

For a cubic diatomic crystal, symmetry makes ε a scalar and Z_± = ±Z·1. For motion along q̂ the matrix is (C_an + C_NA) times [1, −1; −1, 1] with C_NA = 4πZ²/(Ωε); for motion across q̂, (q̂·Z)·u = 0 and only C_an remains. Dividing m₁ü₁ = −c(u₁ − u₂) and m₂ü₂ = +c(u₁ − u₂) by the masses and subtracting gives ω² = c/μ with 1/μ = 1/m₁ + 1/m₂, so

ω_LO² − ω_TO² = 4πZ²/(Ω μ ε),

and (11) becomes the Lyddane–Sachs–Teller relation ω_LO²/ω_TO² = ε₀/ε.

Q. Can I follow a case with pencil and paper?

A. Take a rocksalt shell model with round parameters: a = 10 bohr, Ω = a³/4 = 250 bohr³, a rigid cation z = +1, anion core X = +2 and shell Y = −3, core–shell spring k = 0.6 Ha/bohr², and a longitudinal cation–shell spring f = 0.02 Ha/bohr² to each of the six neighbours. Two neighbours lie along any cube axis, so K = 2f = 0.04 Ha/bohr².

T^an(0) follows from symmetry. Every term of (1) is traceless because ∇²(1/r) = 0 for r ≠ 0, and the first term of (2) has trace 4π/Ω, so T^an(0) has trace −4π/Ω. Both sites are cubic, so T^an(0) = −L·1 with L = 4π/3Ω = 0.016755 bohr⁻³ for every pair; this is the Lorentz field. The on-site Coulomb term becomes L Q_i Σ_j Q_j = 0. Per Cartesian component,

U = ½K(u₊ − w)² + ½k(u₋ − w)² − ½L p²,  p = z u₊ + X u₋ + Y w.

The second derivatives, in Ha/bohr², are H_++ = K − Lz² and

H_ss = K + k − LY² = 0.64 − 9 × 0.016755 = 0.48920,

H_s+ = −K − LYz = −0.04 + 3 × 0.016755 = 0.010265.

With 4π/Ω = 0.050265 bohr⁻³, equations (9) give

ε = 1 + (4π/Ω)Y²/H_ss = 1 + 0.050265 × 9/0.48920 = 1.9247,

Z = z − Y H_s+/H_ss = 1 + 3 × 0.010265/0.48920 = 1.063,

C_an = H_++ − H_s+²/H_ss = 0.04 − 0.016755 − 0.010265²/0.48920 = 0.02303 Ha/bohr²,

C_NA = 0.050265 × 1.06295²/1.92475 = 0.02951 Ha/bohr².

Z exceeds z here because H_s+ is positive: the Lorentz field of the displaced cation pulls the negative shell backward more strongly than the spring K drags it forward, and a negative charge moving backward adds to the dipole.

Displace the cation by u = 0.01 bohr along q with the anion core fixed. Then Zu/Ω = 4.2518×10⁻⁵ e/bohr², and (7) gives E∥ = −4π × 4.2518×10⁻⁵/1.92475 = −2.776×10⁻⁴ atomic units of field. The force on the cation is −C_an u + ZE∥ = −2.303×10⁻⁴ − 2.951×10⁻⁴ = −5.254×10⁻⁴ Ha/bohr; the macroscopic field supplies more than half of it. For masses of 20 and 30 u, μ = 12 u = 21874.7 electron masses, and

ω_TO = (0.023029/21874.7)^{1/2} = 1.026×10⁻³ Ha = 225 cm⁻¹,

ω_LO = (0.052536/21874.7)^{1/2} = 1.550×10⁻³ Ha = 340 cm⁻¹.

The squared ratio is 0.052536/0.023029 = 2.281, and the static relaxation gives ε₀/ε = 4.39087/1.92475 = 2.281. The lattice sum at q = 10⁻⁴ bohr⁻¹ along [111] returns the same field, force and frequencies to the printed digits.

The two scales that bound the window are ω_LO√ε/c = 1.57×10⁻⁵ bohr⁻¹ and 2π/a = 0.628 bohr⁻¹, and q must lie well between them: at the first the retardation parameter equals one, and along a cube axis the second is the zone boundary itself. The lattice sum contains instantaneous Coulomb forces only, so it tests (8) at any small q but cannot show the lower edge. At q = 10⁻⁴ bohr⁻¹ the retardation parameter evaluated at ω_LO is already (1.57×10⁻⁵/10⁻⁴)² ≈ 0.025. The longitudinal mode of a cubic crystal is unaffected by it, since there D is parallel to q, q·D = 0 forces D = 0, and E⊥ vanishes exactly; the transverse modes are the ones that bend into polaritons.

Q. Where else does (8) break down?

A. Wherever (2) or the analyticity assumption fails. Free carriers destroy the second: their density response to a static potential tends to a nonzero constant as q → 0, so the polarization per unit field grows as 1/q² and no finite ε describes it. For static displacements, in the Thomas–Fermi approximation, they replace q·ε·q by q·ε·q + k_s², with k_s² = 4π dn/dμ_e set by the carrier density n and chemical potential μ_e, so the term vanishes as q² for q ≪ k_s/√ε; for degenerate carriers the approximation itself needs q ≪ 2k_F, with k_F the Fermi wavevector. For a vibration of frequency ω this static result also needs q ≫ ω/v_F, with v_F the Fermi velocity (the thermal velocity takes its place for nondegenerate carriers), so that the carriers can follow the nuclei. For degenerate carriers in one parabolic band of mass m, k_s/√ε = √3 ω_p/v_F, where ω_p is the carrier plasma frequency screened by ε, so the range ω/v_F ≪ q ≪ k_s/√ε exists only when ω_p is well above ω; for the optical modes of a lightly doped semiconductor it is empty. For q ≪ ω/v_F and q²/2m ≪ ω, and with collisions slow compared with ω, the carriers instead multiply ε by 1 − ω_p²/ω². The term is then divided by this factor and tends to a constant as q → 0: for ω_p well above ω_LO the factor is large and negative, so the term is small and negative and the longitudinal mode lies just below ω_TO, for ω_p well below ω_LO the factor is slightly less than one and the term grows by a fraction of about ω_p²/ω_LO², and for ω_p near ω_LO the plasma oscillation and the optical mode mix and the adiabatic treatment fails altogether. Equation (2) used a lattice infinite in three dimensions; for a slab or a finite crystal with q below the inverse thickness or size, (3) does not in general give the macroscopic field, which then depends on the shape of the sample. If all Z_κ vanish, so does the term, and C(q) is continuous at q = 0. Finally, (8) is the leading order only: the O(q) remainder can itself depend on direction nonanalytically, since corrections of first order in q to (5) and (6) pass through the same division by q·ε·q.

Table of computed values

```
TRICLINIC TEST MODEL (atomic units)
Omega = 352.24 bohr^3, 4pi/Omega = 0.035676 bohr^-3
Ewald vs direct sum, |q| = 0.2/bohr: max diff = 9.0e-10 x 4pi/Omega
Z_A (e): 1.7415 -0.1557 -0.0934 | -0.0935 1.9795 0.2117 | -0.0592 0.1717 1.5319
Z_B (e): -0.7148 0.0838 -0.0303 | -0.0147 -1.0730 -0.0914 | -0.0535 -0.0764 -0.3448
eps: 1.5163 -0.0857 0.0226 | -0.0857 1.4772 -0.0386 | 0.0226 -0.0386 1.5040
eps0: 2.0930 -0.1943 -0.0427 | -0.1943 2.1039 0.0701 | -0.0427 0.0701 1.9436
max |sum_k Z_k| = 4.4e-16 e
q||[1, 0, 0]: max|NA| = 0.07136, Re err 1.1e-10, Im 1.0e-06 Ha/bohr^2
   prod w^2 ratio = 1.380395, q.eps0.q/q.eps.q = 1.380395
q||[0, 0, 1]: max|NA| = 0.05567, Re err 1.4e-10, Im 1.0e-06 Ha/bohr^2
   prod w^2 ratio = 1.292290, q.eps0.q/q.eps.q = 1.292290
q||[1, -2, 2]: max|NA| = 0.03577, Re err 9.3e-11, Im 7.1e-07 Ha/bohr^2
   prod w^2 ratio = 1.292325, q.eps0.q/q.eps.q = 1.292325
wrong forms, max err (Ha/bohr^2): Z^T 4.0e-03, eps0 2.0e-02, nominal charges 3.9e-02
remainder ratio on halving q: real 4.000, imaginary 2.000
retardation, |dE|/|4pi P0|: 9.46e-05 at cq/w=100, 2.36e-05 at 200
ROCKSALT SHELL MODEL
a = 10.0 bohr, Omega = 250.0 bohr^3, 4pi/Omega = 0.050265 bohr^-3
z = 1.0, X = 2.0, Y = -3.0 e; k = 0.6, f = 0.02, K = 0.04 Ha/bohr^2
masses 20.0, 30.0 u; mu = 12.0 u = 21874.7 m_e
L = 4pi/(3 Omega) = 0.016755 bohr^-3
H_ss = 0.489204, H_s+ = 0.010265 Ha/bohr^2
eps = 1.92475, Z = 1.06295 e
C_an = 0.023029, C_NA = 0.029507, sum = 0.052536 Ha/bohr^2
cation shift u = 0.01 bohr along q: Z u/Omega = 4.2518e-05 e/bohr^2
E = -2.7759e-04 a.u. = -1.4274e+08 V/m (lattice sum -2.7759e-04 a.u.)
force: -C_an u = -2.3029e-04, Z E = -2.9507e-04 Ha/bohr
total force = -5.2536e-04 (lattice sum -5.2536e-04) Ha/bohr
w_TO = 1.02606e-03 Ha = 225.19 cm^-1
w_LO = 1.54974e-03 Ha = 340.13 cm^-1
lattice sum, q = 1e-4/bohr ||[111]: 1.02606e-03, 1.02606e-03, 1.54974e-03 Ha
(w_LO/w_TO)^2 = 2.28127, eps0 = 4.39087, eps0/eps = 2.28127
c = 137.036 a.u., w_LO sqrt(eps)/c = 1.57e-05, 2pi/a = 0.628 1/bohr
```
